# Why water in the gap does not by itself sharpen an image: a program that tests the result

```python
"""Immersion imaging: at fixed numerical aperture NA the cutoff does not
depend on the gap index n: minimum pitch = wavelength/(2 NA).
Water permits NA > 1 because propagation in the gap requires NA < n.
Symbols: wavelength = vacuum wavelength; s = transverse wavenumber divided
by the vacuum wavenumber k0; TE has E along the lines, TM has E in the plane
of incidence. Signed contrast is negative when bright and dark exchange.
Lengths are in nm. Media are lossless and their indices are chosen inputs.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize

wavelength = 193.0
k0 = 2 * np.pi / wavelength
n_air, n_water, n_glass, n_resist = 1.0, 1.44, 1.56, 1.70
cases = [("air, NA 0.90", n_air, 0.90),
         ("water, NA 0.90", n_water, 0.90),
         ("water, NA 1.35", n_water, 1.35)]


def fermat_invariants(n_gap):
    """Minimize optical path through three unit-thickness layers."""
    indices = np.array([n_glass, n_gap, n_resist])

    def optical_path(crossings):
        steps = np.diff(np.r_[0.0, crossings, 2.0])
        return np.sum(indices * np.sqrt(1 + steps**2))

    result = minimize(optical_path, [0.6, 1.3], method="Nelder-Mead",
                      options={"xatol": 1e-10, "fatol": 1e-14,
                               "maxiter": 2000})
    steps = np.diff(np.r_[0.0, result.x, 2.0])
    return indices * steps / np.sqrt(1 + steps**2)


def source_averaged_modulation(pitch, n_gap, na):
    """Fundamental of a binary grating image, summed over source points."""
    sine_max = np.sin(np.arcsin(na / n_gap))
    source = np.linspace(-sine_max, sine_max, 201)
    x = np.arange(32) * pitch / 32
    fields = np.zeros((source.size, x.size), complex)
    for order in range(-3, 4):
        coefficient = 0.5 * np.sinc(order / 2)
        sine = source + order * wavelength / (n_gap * pitch)
        passed = np.abs(sine) <= sine_max * (1 + 1e-12)
        phase = np.exp(1j * k0 * n_gap * sine[:, None] * x)
        fields += coefficient * passed[:, None] * phase
    intensity = np.mean(np.abs(fields)**2, axis=0)
    return abs(np.mean(intensity * np.exp(-2j * np.pi * x / pitch)))


def numerical_minimum_pitch(n_gap, na):
    low, high = 0.3 * wavelength, 1.5 * wavelength
    assert source_averaged_modulation(low, n_gap, na) < 1e-10
    assert source_averaged_modulation(high, n_gap, na) > 1e-3
    for _ in range(45):
        middle = (low + high) / 2
        if source_averaged_modulation(middle, n_gap, na) > 1e-6:
            high = middle
        else:
            low = middle
    return high


def boundary_transmissions(n_gap, s):
    """Solve field continuity at the gap-resist interface."""
    sin1, sin2 = s / n_gap, s / n_resist
    cos1, cos2 = np.sqrt(1 - sin1**2), np.sqrt(1 - sin2**2)
    te = np.linalg.solve([[-1, 1], [n_gap * cos1, n_resist * cos2]],
                         [1, n_gap * cos1])[1]
    tm = np.linalg.solve([[cos1, cos2],
                          [-n_gap**2 * sin1, n_resist**2 * sin2]],
                         [cos1, n_gap**2 * sin1])[1]
    return te, tm


def fringe_intensities(n_medium, s, te=1.0, tm=1.0):
    """Explicit vector sum of two symmetric beams over one fringe."""
    x = np.arange(64) * wavelength / (2 * s) / 64
    angle = np.arcsin(s / n_medium)
    plus, minus = np.exp(1j * k0 * s * x), np.exp(-1j * k0 * s * x)
    intensity_te = np.abs(te * (plus + minus))**2
    ex = tm * np.cos(angle) * (plus + minus)
    ez = tm * np.sin(angle) * (-plus + minus)
    return intensity_te, np.abs(ex)**2 + np.abs(ez)**2


def signed_contrast(intensity):
    phase = 2 * np.pi * np.arange(intensity.size) / intensity.size
    return 2 * np.mean(intensity * np.cos(phase)) / np.mean(intensity)


def numerical_focus_zero(n_gap, s):
    """First defocus at which the three-beam fundamental vanishes."""
    pitch = wavelength / s
    x = np.arange(32) * pitch / 32
    angle = np.arcsin(wavelength / (n_gap * pitch))
    k_medium = 2 * np.pi / (wavelength / n_gap)

    def fundamental(z):
        field = 0.5 * np.exp(1j * k_medium * z) * np.ones(x.size)
        for sign in (-1, 1):
            field += np.exp(1j * k_medium * (sign * x * np.sin(angle)
                                             + z * np.cos(angle))) / np.pi
        return np.mean(np.abs(field)**2 * np.cos(2 * np.pi * x / pitch))

    z, step = 0.0, 5.0
    while fundamental(z + step) > 0:
        z += step
        assert z < 30000
    return brentq(fundamental, z, z + step)


def transmitted_power(n_gap, s, thickness):
    """Integrate the TE wave equation from resist back to the lens."""
    kz_glass = k0 * np.sqrt(n_glass**2 - s**2)
    kz_resist = k0 * np.sqrt(n_resist**2 - s**2)
    kz_squared = k0**2 * (n_gap**2 - s**2)
    solution = solve_ivp(lambda z, y: [y[1], -kz_squared * y[0]],
                         (thickness, 0), np.array([1, 1j * kz_resist]),
                         method="DOP853", rtol=1e-10, atol=1e-13)
    assert solution.success
    field, slope = solution.y[:, -1]
    incident = (field + slope / (1j * kz_glass)) / 2
    return kz_resist / kz_glass / abs(incident)**2


# Refraction conserves n sin(theta), with either gap medium.
for n_gap in (n_air, n_water):
    invariants = fermat_invariants(n_gap)
    assert np.ptp(invariants) < 1e-5

print(f"vacuum wavelength: {wavelength:.1f} nm")
print(f"wavelength in water: {wavelength / n_water:.2f} nm")
print(f"indices air, water: {n_air:.2f}, {n_water:.2f}")
print(f"indices last element, resist: {n_glass:.2f}, {n_resist:.2f}")

pitches, focus_zeros, tm_contrasts = [], [], []
for label, n_gap, na in cases:
    pitch = numerical_minimum_pitch(n_gap, na)
    assert np.isclose(pitch, wavelength / (2 * na), rtol=1e-9)

    te, tm = boundary_transmissions(n_gap, na)
    c_gap = np.sqrt(1 - (na / n_gap)**2)
    c_resist = np.sqrt(1 - (na / n_resist)**2)
    te_formula = 2 * n_gap * c_gap / (n_gap * c_gap + n_resist * c_resist)
    tm_formula = 2 * n_gap * c_gap / (n_resist * c_gap + n_gap * c_resist)
    assert np.allclose([te, tm], [te_formula, tm_formula], rtol=1e-11)

    image_te, image_tm = fringe_intensities(n_resist, na, te, tm)
    contrast_te = signed_contrast(image_te)
    contrast_tm = signed_contrast(image_tm)
    contrast_unpolarized = signed_contrast(image_te + image_tm)
    tm_law = 1 - 2 * (na / n_resist)**2
    mixed_law = ((te_formula**2 + tm_formula**2 * tm_law)
                 / (te_formula**2 + tm_formula**2))
    assert np.isclose(contrast_te, 1, atol=1e-12)
    assert np.isclose(contrast_tm, tm_law, atol=1e-12)
    assert np.isclose(contrast_unpolarized, mixed_law, atol=1e-12)
    gap_contrast = signed_contrast(fringe_intensities(n_gap, na)[1])
    assert np.isclose(gap_contrast, 1 - 2 * (na / n_gap)**2, atol=1e-12)

    focus_zero = numerical_focus_zero(n_gap, na)
    focus_law = wavelength / (4 * (n_gap - np.sqrt(n_gap**2 - na**2)))
    assert np.isclose(focus_zero, focus_law, rtol=1e-9)
    pitches.append(pitch)
    focus_zeros.append(focus_zero)
    tm_contrasts.append(contrast_tm)

    print(f"case: {label}")
    print(f"  edge angle in gap: {np.degrees(np.arcsin(na / n_gap)):.2f} deg")
    print(f"  edge angle in resist: "
          f"{np.degrees(np.arcsin(na / n_resist)):.2f} deg")
    print(f"  minimum pitch: {pitch:.2f} nm")
    print(f"  minimum half-pitch: {pitch / 2:.2f} nm")
    print(f"  transmission amplitudes TE, TM: {te:.4f}, {tm:.4f}")
    print(f"  TM contrast in gap: {gap_contrast:.4f}")
    print(f"  resist contrast TE, TM: {contrast_te:.4f}, {contrast_tm:.4f}")
    print(f"  resist contrast unpolarized: {contrast_unpolarized:.4f}")
    print(f"  three-beam pitch at pupil edge: {wavelength / na:.2f} nm")
    print(f"  defocus at first zero: {focus_zero:.2f} nm")

assert np.isclose(pitches[0], pitches[1], rtol=1e-9)
assert np.isclose(tm_contrasts[0], tm_contrasts[1], atol=1e-12)
assert pitches[2] < pitches[1]
assert focus_zeros[1] > focus_zeros[0] > focus_zeros[2]
small_s = 0.1
small_angle_gain = (numerical_focus_zero(n_water, small_s)
                    / numerical_focus_zero(n_air, small_s))
# The residual is the next term in the small-angle expansion.
assert abs(small_angle_gain - n_water) < 0.005
print(f"focus gain, water/air at NA 0.90: "
      f"{focus_zeros[1] / focus_zeros[0]:.4f}")
print(f"focus gain, water/air at s = {small_s:.2f}: {small_angle_gain:.4f}")
print(f"half-pitch ratio, NA 1.35 / NA 0.90: {pitches[2] / pitches[1]:.4f}")

s_high = cases[2][2]
kappa = k0 * np.sqrt(s_high**2 - n_air**2)
air_200 = transmitted_power(n_air, s_high, 200)
air_300 = transmitted_power(n_air, s_high, 300)
# Repeated evanescent reflections leave a relative correction below 1e-4.
assert np.isclose(air_300 / air_200, np.exp(-2 * kappa * 100), rtol=1e-4)
print(f"air field decay length at s = {s_high:.2f}: {1 / kappa:.2f} nm")
for thickness in (100, 1000):
    air_power = transmitted_power(n_air, s_high, thickness)
    water_power = transmitted_power(n_water, s_high, thickness)
    assert water_power > 0.5 and air_power < 0.02
    print(f"TE power fraction through {thickness} nm air: {air_power:.3e}")
    print(f"TE power fraction through {thickness} nm water: {water_power:.4f}")

print(f"half-pitch bound as NA approaches 1 in air: "
      f"{wavelength / (4 * n_air):.2f} nm")
print(f"half-pitch bound as NA approaches n in water: "
      f"{wavelength / (4 * n_water):.2f} nm")
print("all tests passed")
```

It prints:

```
vacuum wavelength: 193.0 nm
wavelength in water: 134.03 nm
indices air, water: 1.00, 1.44
indices last element, resist: 1.56, 1.70
case: air, NA 0.90
  edge angle in gap: 64.16 deg
  edge angle in resist: 31.97 deg
  minimum pitch: 107.22 nm
  minimum half-pitch: 53.61 nm
  transmission amplitudes TE, TM: 0.4642, 0.5485
  TM contrast in gap: -0.6200
  resist contrast TE, TM: 1.0000, 0.4394
  resist contrast unpolarized: 0.6734
  three-beam pitch at pupil edge: 214.44 nm
  defocus at first zero: 85.53 nm
case: water, NA 0.90
  edge angle in gap: 38.68 deg
  edge angle in resist: 31.97 deg
  minimum pitch: 107.22 nm
  minimum half-pitch: 53.61 nm
  transmission amplitudes TE, TM: 0.8760, 0.8821
  TM contrast in gap: 0.2187
  resist contrast TE, TM: 1.0000, 0.4394
  resist contrast unpolarized: 0.7178
  three-beam pitch at pupil edge: 214.44 nm
  defocus at first zero: 152.74 nm
case: water, NA 1.35
  edge angle in gap: 69.64 deg
  edge angle in resist: 52.57 deg
  minimum pitch: 71.48 nm
  minimum half-pitch: 35.74 nm
  transmission amplitudes TE, TM: 0.6532, 0.6833
  TM contrast in gap: -0.7578
  resist contrast TE, TM: 1.0000, -0.2612
  resist contrast unpolarized: 0.3410
  three-beam pitch at pupil edge: 142.96 nm
  defocus at first zero: 51.39 nm
focus gain, water/air at NA 0.90: 1.7857
focus gain, water/air at s = 0.10: 1.4419
half-pitch ratio, NA 1.35 / NA 0.90: 0.6667
air field decay length at s = 1.35: 33.87 nm
TE power fraction through 100 nm air: 1.063e-02
TE power fraction through 100 nm water: 0.7244
TE power fraction through 1000 nm air: 8.881e-26
TE power fraction through 1000 nm water: 0.8796
half-pitch bound as NA approaches 1 in air: 48.25 nm
half-pitch bound as NA approaches n in water: 33.51 nm
all tests passed
```
